# Sheet resistance, contact resistance and transfer length from two channel lengths: a program that tests the result

```python
"""Extraction of sheet resistance, contact resistance and transfer length.

Result under test: two width-normalised resistances R1, R2 at channel lengths
L1, L2 give
    Rsh = (R2 - R1)/(L2 - L1),   Rc = (R1 - Rsh*L1)/2,   LT = Rc/Rsh,
the last for long contacts and equal sheet resistance under the metal.
Rsh: sheet resistance (kohm per square); Rc: one contact (kohm um);
LT: transfer length (um); rho: specific contact resistivity (kohm um^2).
The independent check is a resistor network of the complete device.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq

CELL = 0.001  # network cell length, um


def extract(R1, R2, L1, L2):
    sheet = (R2 - R1) / (L2 - L1)
    contact = (R1 - sheet * L1) / 2
    return sheet, contact, contact / sheet


def network(channel, contact, sheet, sheet_under, rho):
    """Solve film potentials; left metal at 1 V, right metal at 0 V.

    Returns total resistance, film potentials, currents from the left metal
    into each cell, and the number of cells under one contact."""
    nk = round(contact / CELL)
    nc = round(channel / CELL)
    film = np.concatenate([np.full(nk, sheet_under), np.full(nc, sheet),
                           np.full(nk, sheet_under)])
    leak = np.zeros(film.size)
    leak[:nk] = CELL / rho
    leak[-nk:] = CELL / rho
    metal = np.zeros(film.size)
    metal[:nk] = 1.0
    link = 2 / (CELL * (film[:-1] + film[1:]))
    bands = np.zeros((3, film.size))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1] = leak
    bands[1, :-1] += link
    bands[1, 1:] += link
    V = solve_banded((1, 1), bands, leak * metal)
    injected = leak[:nk] * (1 - V[:nk])
    return 1 / injected.sum(), V, injected, nk


# Data and extraction
L1, L2, R1, R2 = 0.1, 1.0, 3.0, 12.0
Rsh, Rc, LT = extract(R1, R2, L1, L2)
rho = Rsh * LT**2
long_contact = 1.0

# The network built from the extracted values must return the data
net1, V, injected, nk = network(L1, long_contact, Rsh, Rsh, rho)
net2 = network(L2, long_contact, Rsh, Rsh, rho)[0]
assert abs(net1 / R1 - 1) < 1e-4
assert abs(net2 / R2 - 1) < 1e-4

# Exponential decay under the metal and current collected within LT
steps = round(LT / CELL)
decay = (1 - V[nk - 1 - steps]) / (1 - V[nk - 1])
fraction = injected[-steps:].sum() / injected.sum()
assert abs(decay - np.exp(-1)) < 1e-4
assert abs(fraction - (1 - np.exp(-1))) < 1e-4

# Contact resistance for finite contact length
finite = []
for d in (0.05, 0.1, 0.3):
    total = network(L2, d, Rsh, Rsh, rho)[0]
    value = (total - Rsh * L2) / 2
    assert abs(value / (Rsh * LT / np.tanh(d / LT)) - 1) < 2e-4
    finite.append((d, value))

# At channel length 2 LT the channel takes half of the applied voltage
L_equal = 2 * LT
total, V, injected, nk = network(L_equal, long_contact, Rsh, Rsh, rho)
half_cell = injected.sum() * Rsh * CELL / 2
share = (V[nk] + half_cell) - (V[-nk - 1] - half_cell)
assert abs(share - 0.5) < 1e-4

# Alternative A: lower sheet resistance under long contacts, same data
under_A = Rsh / 4
LT_A = Rc / under_A
rho_A = under_A * LT_A**2
d_A = 4.0
data_A = [network(L, d_A, Rsh, under_A, rho_A)[0] for L in (L1, L2)]
assert np.allclose(data_A, [R1, R2], rtol=1e-4)

# Alternative B: short contacts, equal sheet resistance, same data
d_B = 0.1
LT_B = brentq(lambda t: t / np.tanh(d_B / t) - Rc / Rsh, 0.01, 0.0999)
rho_B = Rsh * LT_B**2
data_B = [network(L, d_B, Rsh, Rsh, rho_B)[0] for L in (L1, L2)]
assert np.allclose(data_B, [R1, R2], rtol=1e-4)

# First-order error propagation against random sampling
rel = 0.02
dL, dR = L2 - L1, R2 - R1
s1, s2 = rel * R1, rel * R2
err_sheet = np.hypot(s1, s2) / dL
err_contact = np.hypot(L2 * s1, L1 * s2) / (2 * dL)
err_LT = dL * np.hypot(R2 * s1, R1 * s2) / (2 * dR**2)
rng = np.random.default_rng(1)
sample1 = R1 + s1 * rng.standard_normal(400000)
sample2 = R2 + s2 * rng.standard_normal(400000)
spread = [np.std(q) for q in extract(sample1, sample2, L1, L2)]
# 2 % tolerance: sampling noise plus neglected second-order terms
assert np.allclose(spread, [err_sheet, err_contact, err_LT], rtol=0.02)

print(f"Input: R1 = {R1:.1f} kohm um at L1 = {L1:.1f} um")
print(f"Input: R2 = {R2:.1f} kohm um at L2 = {L2:.1f} um")
print(f"Resistance difference = {dR:.3f} kohm um")
print(f"Length difference = {dL:.3f} um")
print(f"Sheet resistance = {Rsh:.3f} kohm per square")
print(f"Channel part of short device = {Rsh * L1:.3f} kohm um")
print(f"Channel part of long device = {Rsh * L2:.3f} kohm um")
print(f"Intercept, two contacts = {2 * Rc:.3f} kohm um")
print(f"Contact resistance, one contact = {Rc:.3f} kohm um")
print(f"Transfer length = {LT:.4f} um = {LT * 1000:.1f} nm")
print(f"Specific contact resistivity = {rho:.4f} kohm um^2")
print(f"Zero-resistance intercept: L = {-2 * Rc / Rsh:.3f} um")
print(f"Contact share, short device = {200 * Rc / R1:.1f} %")
print(f"Contact share, long device = {200 * Rc / R2:.1f} %")
print(f"Equal-share channel length = {L_equal:.3f} um")
print(f"Network: channel voltage share there = {100 * share:.2f} %")
print(f"Network: cell length = {CELL:.3f} um")
print(f"Network: contact length = {long_contact:.1f} um")
print(f"Network: short device = {net1:.4f} kohm um")
print(f"Network: long device = {net2:.4f} kohm um")
print(f"Network: potential ratio after one LT = {decay:.4f}")
print(f"Network: current within one LT = {100 * fraction:.2f} %")
for d, value in finite:
    print(f"Network: Rc at contact length {d:.2f} um = {value:.4f} kohm um")
print(f"Alternative A: sheet under metal = {under_A:.2f} kohm per square")
print(f"Alternative A: contact length = {d_A:.1f} um")
print(f"Alternative A: contact resistivity = {rho_A:.4f} kohm um^2")
print(f"Alternative A: transfer length = {LT_A:.4f} um")
print(f"Alternative A: network R = {data_A[0]:.3f}, {data_A[1]:.3f} kohm um")
print(f"Alternative B: contact length = {d_B:.2f} um")
print(f"Alternative B: contact resistivity = {rho_B:.4f} kohm um^2")
print(f"Alternative B: transfer length = {LT_B:.4f} um")
print(f"Alternative B: network R = {data_B[0]:.3f}, {data_B[1]:.3f} kohm um")
print(f"Assumed error of each resistance = {100 * rel:.1f} %")
print(f"Resulting error of Rsh = {100 * err_sheet / Rsh:.2f} %")
print(f"Resulting error of Rc = {100 * err_contact / Rc:.2f} %")
print(f"Resulting error of LT = {100 * err_LT / LT:.2f} %")
print(f"Sampled error of LT = {100 * spread[2] / LT:.1f} %")
print("OK")
```

It prints:

```
Input: R1 = 3.0 kohm um at L1 = 0.1 um
Input: R2 = 12.0 kohm um at L2 = 1.0 um
Resistance difference = 9.000 kohm um
Length difference = 0.900 um
Sheet resistance = 10.000 kohm per square
Channel part of short device = 1.000 kohm um
Channel part of long device = 10.000 kohm um
Intercept, two contacts = 2.000 kohm um
Contact resistance, one contact = 1.000 kohm um
Transfer length = 0.1000 um = 100.0 nm
Specific contact resistivity = 0.1000 kohm um^2
Zero-resistance intercept: L = -0.200 um
Contact share, short device = 66.7 %
Contact share, long device = 16.7 %
Equal-share channel length = 0.200 um
Network: channel voltage share there = 50.00 %
Network: cell length = 0.001 um
Network: contact length = 1.0 um
Network: short device = 3.0000 kohm um
Network: long device = 12.0000 kohm um
Network: potential ratio after one LT = 0.3679
Network: current within one LT = 63.21 %
Network: Rc at contact length 0.05 um = 2.1640 kohm um
Network: Rc at contact length 0.10 um = 1.3131 kohm um
Network: Rc at contact length 0.30 um = 1.0050 kohm um
Alternative A: sheet under metal = 2.50 kohm per square
Alternative A: contact length = 4.0 um
Alternative A: contact resistivity = 0.4000 kohm um^2
Alternative A: transfer length = 0.4000 um
Alternative A: network R = 3.000, 12.000 kohm um
Alternative B: contact length = 0.10 um
Alternative B: contact resistivity = 0.0695 kohm um^2
Alternative B: transfer length = 0.0834 um
Alternative B: network R = 3.000, 12.000 kohm um
Assumed error of each resistance = 2.0 %
Resulting error of Rsh = 2.75 %
Resulting error of Rc = 3.59 %
Resulting error of LT = 5.66 %
Sampled error of LT = 5.7 %
OK
```
